Quarter-point sampling of a simple-cubic defect band and its remaining error

**Setting**

A point defect is calculated in a cubic supercell of edge L, repeated periodically. The bound states of the images overlap, so the defect level becomes a band. Assume one non-degenerate band, well separated from the others, with time-reversal symmetry and no spin-orbit coupling. With orthonormal Wannier orbitals on the cells n = (n₁, n₂, n₃),

E(k) = Σₙ tₙ exp(2πi k·n).

Here k is in fractional coordinates (units of 2π/L), and tₙ is the hopping energy including its sign. The average of exp(2πi k·n) over the Brillouin zone vanishes unless n = 0, so t₀₀₀ is the zone average of the band. Errors of a single k-point are measured from t₀₀₀ unless stated otherwise. Let

q = (1/4, 1/4, 1/4).

In parts (a) to (d) the defect state is s-like and has the full symmetry of the cube.

**(a) Find the nearest-neighbour error at Γ and at q. Which symmetry does the result at q need?**

Hermiticity gives t₋ₙ = tₙ*, and time reversal, E(−k) = E(k), gives t₋ₙ = tₙ. The hoppings are therefore real, and n and −n combine into

tₙ [exp(2πi k·n) + exp(−2πi k·n)] = 2tₙ cos(2πk·n).

The six nearest neighbours contribute

ΔE₁(k) = 2t₁₀₀ [cos 2πk₁ + cos 2πk₂ + cos 2πk₃].

At Γ each cosine is 1 and the error is 6t₁₀₀. At q each cosine is cos(π/2) = 0, so the error is exactly zero. Each axis vanishes separately. The cancellation thus needs time reversal alone, and it survives if the hoppings along the three axes differ.

**(b) Calculate the error at q from second-neighbour hopping.**

The second neighbours are the twelve vectors of type (1,1,0). Write θᵢ = 2πkᵢ. The four vectors in the 1–2 plane form two pairs:

2t₁₁₀ cos(θ₁ + θ₂) + 2t₁₁₀ cos(θ₁ − θ₂) = 4t₁₁₀ cos θ₁ cos θ₂.

Adding the other two planes,

ΔE₂(k) = 4t₁₁₀ [cos θ₁ cos θ₂ + cos θ₂ cos θ₃ + cos θ₃ cos θ₁].

At Γ this is 12t₁₁₀. At q every product is zero, so **the second-neighbour error is also exactly zero**. The mechanism differs from that in (a). At q, θ₁ + θ₂ = π and θ₁ − θ₂ = 0, so the two pairs give −2t₁₁₀ and +2t₁₁₀. Neither vanishes alone; they cancel because cubic symmetry makes their hoppings equal.

**(c) Which shell gives the first non-zero error, and how large is it?**

Cubic symmetry gives the same tₙ to all vectors that differ in the signs of their components. The phase factor may therefore be averaged over the eight sign choices sᵢ = ±1. The average factorizes:

(1/8) Σₛ exp[i(π/2)(s₁n₁ + s₂n₂ + s₃n₃)] = cos(πn₁/2) cos(πn₂/2) cos(πn₃/2).

If any nᵢ is odd, its cosine is zero. If all are even, each cosine is (−1)^(nᵢ/2), and the product is (−1)^((n₁+n₂+n₃)/2).

In order of distance, the shells (1,0,0), (1,1,0) and (1,1,1) all vanish. The first survivor is the fourth shell, (2,0,0), at distance 2L. It has six members, each with factor −1. The next survivors are (2,2,0), with twelve members and factor +1, and (2,2,2), with eight members and factor −1. Hence

E(q) − t₀₀₀ = −6t₂₀₀ + 12t₂₂₀ − 8t₂₂₂ + …

The surviving vectors are those of a simple-cubic array of edge 2L. The phases are those of a doubled cell in which the wave function changes sign from one cell to the next. The hoppings, however, are still those of the original array, with other defects in between, so the error is not that of a single defect in a cell of edge 2L.

The sign of t₂₀₀ need not be that of t₁₀₀. To see this, take non-orthogonal orbitals with on-site energy ε, nearest-neighbour matrix element h and overlap S. With c = 2(cos θ₁ + cos θ₂ + cos θ₃),

E = (ε + hc)/(1 + Sc) = ε + (h − εS)c − S(h − εS)c² + …

The term linear in c gives t₁₀₀ = h − εS to leading order. In c², exp(2iθ₁) has coefficient 1, so this mechanism contributes −S t₁₀₀ to t₂₀₀. For S > 0 and t₁₀₀ < 0 the contribution is positive, although the model has no direct matrix element over the distance 2L.

**(d) Evaluate the errors for a model trap.**

An electron of effective mass 0.3 m moves in a periodic array of Gaussian wells, each 10 eV deep with radius 0.30 nm, and L = 1.5 nm. Energies are counted from the band edge. The hoppings were obtained from the lowest band on a 7×7×7 mesh that does not contain q:

t₁₀₀ = −12.72 meV, t₁₁₀ = −0.617 meV, t₂₀₀ = +0.1885 meV.

At Γ the first two shells give

6t₁₀₀ = 6 × (−12.72) = −76.3 meV,
12t₁₁₀ = 12 × (−0.617) = −7.4 meV.

Their sum is −83.7 meV. The directly calculated E(Γ) − t₀₀₀ is −82.6 meV; the difference belongs to the farther shells.

At q the first two shells give nothing, and the fourth gives

−6t₂₀₀ = −6 × 0.1885 = −1.131 meV.

The (2,2,0) and (2,2,2) terms are below 0.001 meV. A separate diagonalization at q gives E(q) − t₀₀₀ = −1.131 meV, which tests the formula because q was not used to find the hoppings. Enlarging the plane-wave basis lowers E(q) by 0.015 meV, but t₀₀₀ falls by nearly the same amount, so their difference changes by only about 0.001 meV. The converged value is −1.130 meV; it differs from −6t₂₀₀ by about 0.0015 meV, which the (2,2,0) and (4,0,0) shells supply in nearly equal parts. The error at q is about 1.4% of that at Γ. If two electrons fill the band, the error in the sum of their eigenvalues is twice this, −2.3 meV per cell.

The positive t₂₀₀ agrees in sign with the overlap mechanism of (c). That this mechanism dominates here is a conjecture, since S was not calculated.

**(e) The defect is now elongated along [111]. What does the second shell leave at q, and how can it be removed?**

Inversion and permutations of the axes remain symmetries, but changing the sign of one component does not. The second shell splits into two sets of six:

a = t(1,1,0), for ±(1,1,0), ±(1,0,1), ±(0,1,1);
b = t(1,−1,0), for ±(1,−1,0), ±(1,0,−1), ±(0,1,−1).

At q the first set has phase ±π and factor −1, while the second has phase 0 and factor +1. The second-shell error is therefore

−6a + 6b = 6(b − a).

At q′ = (1/4, 1/4, −1/4), the a-pairs give −2a + 2a + 2a = 2a, and the b-pairs give 2b − 2b − 2b = −2b. The error is

2a − 2b = −2(b − a).

Permuting the axes gives two more points with this value. Time reversal makes k and −k equivalent, so these four points represent all eight points (±1/4, ±1/4, ±1/4). Their average is

[6(b − a) − 3 × 2(b − a)]/4 = 0.

The shifted 2×2×2 mesh thus restores the cancellation. It performs the sign average of (c) over k instead of over n, so only vectors with all components even survive.

For a well with radius 0.40 nm along [111] and 0.26 nm across it, with depth, mass and L unchanged, a = −0.7932 meV and b = −0.6035 meV. Then

6(b − a) = 6 × 0.1897 = 1.138 meV.

The (2,0,0) contribution is the same at all four points, because its phase is ±π at each. It drops out of the difference

E(q) − E(q′) ≈ 8(b − a) = 1.518 meV.

Direct diagonalization gives 1.522 meV.

The total errors are −0.19 meV at q, −1.71 meV at q′ and −1.33 meV for the four-point mean. The single point q looks best here because its positive second-shell error nearly offsets the negative error common to all four points. This is an accident of the chosen shape: if b − a changed sign, the two errors would add.

**(f) Does sampling at q give the level of an isolated defect? Discuss the size of the errors for a real oxide.**

Not in general. The argument of (c) concerns the dispersion about t₀₀₀, whereas t₀₀₀ itself is shifted by the images. For the spherical well at L = 1.5 nm, the isolated level is −1.6475 eV. The zone average lies 0.35 meV above it, and E(q) lies 0.79 meV below it. A larger plane-wave basis lowers both by about 0.016 meV.

With the well held fixed and the cell edge varied, the errors relative to the isolated level are:

L = 1.2 nm: Γ −294 meV, q −12.9 meV
L = 1.5 nm: Γ −82 meV, q −0.79 meV
L = 1.8 nm: Γ −23 meV, q −0.04 meV

Nearly the same basis shift applies to the other two cells. It matters most for the last value at q, which becomes about −0.055 meV.

The trend at Γ follows from the tail of the bound state. Outside the well the s-wave is proportional to exp(−κr)/r, where ħ²κ²/(2 × mass) equals the binding energy. With ħ²/(2 × mass) = 0.127 eV nm²,

κ = √(1.647/0.127) = 3.60 nm⁻¹.

To leading order, nearest-neighbour hopping is proportional to this tail at the neighbouring well. From 1.5 to 1.8 nm it should fall by

(1.8/1.5) exp(3.60 × 0.3) ≈ 3.5,

which agrees with 82.3/23.2 ≈ 3.5. In smaller cells or for shallower levels the tail is longer relative to L. The fourth shell then matters more, and in extreme cases the band may merge with the conduction band, where the one-band description fails.

The parameters are rough values for an electron trap in hafnia: a mass of 0.3 m, a static permittivity ε of about 20, and a cell of about three lattice constants. The well is a model, not an atomistic vacancy. The mean kinetic energy in it is about 2.5 eV, where a single parabolic mass is doubtful, and the errors depend strongly on that mass: with 0.8 m, and the well made shallower to keep the same level, the Γ error is only about −4 meV. The figures that follow therefore illustrate the model and do not predict values for hafnia. Suppose the trap depth enters a thermal emission rate as exp(−depth/k_BT), with the prefactor fixed and k_BT = 25.9 meV at 300 K. The depth must be counted from the band edge of the perfect crystal, not from the next band of the supercell, which the wells shift by some tenths of an eV. On that scale the Γ error makes the trap 82 meV too deep and lowers the rate by exp(82.3/25.9) ≈ 24. The q error changes it by about 3%.

Real hafnia breaks the assumption of cubic site symmetry. In the elongated model this introduced a second-shell term of about 1 meV; a real vacancy, with directional orbitals, could give a different value.

If the defect is charged, an error remains that k-point sampling does not remove; it is much larger than the dispersion error at q and comparable to that at Γ. For a point charge e with a neutralizing background, the image energy has magnitude |v|e²/(2εL) in Gaussian units, where v = −2.837 is the simple-cubic Madelung potential for unit edge. With e² = 1.44 eV nm,

2.837 × 1.44/(2 × 20 × 1.5) = 0.068 eV.

This total-energy term is about 60 times the dispersion error of 1.1 meV in the one-electron level at q. It assumes full static screening; if the ions do not respond, ε is smaller and the image energy larger. The output below gives the main numerical values.

Computed values

```
mass 0.3 m_e, depth 10.0 eV, radius 0.3 nm
cell edge 1.5 nm, permittivity 20.0
hbar^2/(2 mass): 0.1270 eV nm^2
phase sum at q, shell (1, 0, 0): 0
phase sum at q, shell (1, 1, 0): 0
phase sum at q, shell (1, 1, 1): 0
phase sum at q, shell (2, 0, 0): -6
phase sum at q, shell (2, 1, 0): 0
phase sum at q, shell (2, 1, 1): 0
phase sum at q, shell (2, 2, 0): 12
phase sum at q, shell (2, 2, 2): -8
isolated level: -1.64748 eV
zone average of band: -1.64714 eV
E(Gamma): -1.72974 eV
E(q): -1.64827 eV
hopping t(1, 0, 0): -12.7215 meV
hopping t(1, 1, 0): -0.6174 meV
hopping t(1, 1, 1): -0.0636 meV
hopping t(2, 0, 0): 0.1885 meV
hopping t(2, 2, 0): -0.0000 meV
nearest-neighbour error at Gamma, 6 t100: -76.329 meV
second-neighbour error at Gamma, 12 t110: -7.409 meV
E(Gamma) - average: -82.606 meV
E(q) - average, direct: -1.1306 meV
-6 t200: -1.1313 meV
+12 t220: -0.0001 meV
-8 t222: 0.0002 meV
sum of these three terms: -1.1312 meV
average - isolated level: 0.3452 meV
L = 1.2 nm, minus isolated level: Gamma -293.692 meV, q -12.9483 meV
L = 1.5 nm, minus isolated level: Gamma -82.261 meV, q -0.7854 meV
L = 1.8 nm, minus isolated level: Gamma -23.195 meV, q -0.0388 meV
larger cutoff: shift of E(q): -0.01511 meV
larger cutoff: shift of E(Gamma)-E(q): 0.00635 meV
elongated well: radii 0.4 nm along [111], 0.26 nm across
elongated: a = t(1,1,0): -0.7932 meV
elongated: b = t(1,-1,0): -0.6035 meV
elongated: second-shell error at q, 6(b-a): 1.1383 meV
elongated: E(q) - average: -0.1928 meV
elongated: E(1/4,1/4,-1/4) - average: -1.7149 meV
elongated: difference of the two points: 1.5221 meV
elongated: 8(b-a): 1.5178 meV
elongated: four-point mean - average: -1.3344 meV
Madelung potential, edge 1: -2.83730 (units of e/L)
image energy of charge e: 68.1 meV
kT at 300 K: 25.9 meV
```
